\section*{First Transverse Focusing Peak for Point Contacts on a Free-Electron Metal}

\section*{Question}

I am working on this exercise: ballistic free electrons have Fermi wavevector $k_F=13.6\ \mathrm{nm^{-1}}$, and two point contacts sit $50\ \mu\mathrm{m}$ apart on one surface of the metal. Show that the first transverse focusing peak lies near $0.36$ T.

If I take an electron that leaves the first contact along the surface normal and set its orbit diameter equal to the contact distance, I do get about that number. I don't see why this proves anything. The contact emits in all directions, including directions with a velocity component along the field. At lower fields, electrons emitted at an angle can also reach the second contact. Why is there a peak at all, why is it at the diameter condition, and how do I know that no peak comes earlier? I am also unsure which electron mass to use.

\section*{Answer}

Your diameter condition gives the longest possible hop, measured along the line between the contacts. To turn it into a peak you need the density with which electrons land at the collector. That density rises steadily with field, diverges when the longest hop equals the contact distance, and then drops. The mass cancels.

\subsection*{Setup and the length of one hop}

Let $x$ run from injector to collector, let $y$ point into the metal, and let $z$ complete the right-handed set. The metal fills $y>0$ and the contacts are a distance $L$ apart. The electron charge is $-e$ with $e>0$. I take $\mathbf B=-B\hat{\mathbf z}$ with $B>0$, which turns out to bend electrons toward the collector. There is no scattering between surface hits and no electric field inside the metal.

With this field, $\mathbf v\times\mathbf B=(-Bv_y,\,Bv_x,\,0)$. The equation of motion $\hbar\,d\mathbf k/dt=-e\,\mathbf v\times\mathbf B$ becomes
\begin{align}
\hbar\frac{dk_x}{dt}&=eB\frac{dy}{dt}, &
\hbar\frac{dk_y}{dt}&=-eB\frac{dx}{dt}, &
\frac{dk_z}{dt}&=0 .
\end{align}
An electron entering the metal has $dy/dt>0$, so $k_x$ grows and the path does bend toward $+x$. Integrating from the start to a later time gives
\begin{equation}
\Delta k_x=\frac{eB}{\hbar}\Delta y,\qquad
\Delta k_y=-\frac{eB}{\hbar}\Delta x .
\label{eq:dk}
\end{equation}
When the electron returns to the surface, $\Delta y=0$, so $k_x$ has its initial value, as does $k_z$. The magnetic force does no work, so $|\mathbf k|=k_F$ throughout and $k_y^2$ must also have its initial value. The electron is now moving toward the surface, so $k_y$ has changed sign and $\Delta k_y=-2k_y$. The second relation in \eqref{eq:dk} gives the hop length
\begin{equation}
X=\frac{2\hbar k_y}{eB}=2r\,u_y,\qquad r=\frac{\hbar k_F}{eB},
\label{eq:hop}
\end{equation}
where $\mathbf u=\mathbf k/k_F$ is the initial direction.

No mass appears: it sets how fast the orbit is traversed, while the wavevector sets its size. Hop length here means the distance gained along $x$; the drift along $z$ is treated below. Since $u_y\le1$, the longest hop is $2r$, made by normal emission. It equals $L$ at the field
\begin{equation}
B_1=\frac{2\hbar k_F}{eL}.
\label{eq:B1}
\end{equation}
With $\hbar/e=6.582\times10^{-16}$ V\,s,
\begin{equation}
B_1=\frac{2\,(6.582\times10^{-16}\ \mathrm{V\,s})(1.36\times10^{10}\ \mathrm{m^{-1}})}{5.0\times10^{-5}\ \mathrm{m}}=0.358\ \mathrm T .
\end{equation}
What remains is to show that the first peak is here.

\subsection*{Where an electron lands}

Write the initial direction as
\begin{equation}
u_x=u_\perp\sin\alpha,\qquad u_y=u_\perp\cos\alpha,\qquad u_\perp=\sqrt{1-u_z^2},
\end{equation}
with $-\pi/2<\alpha<\pi/2$. Here $\alpha$ is the angle from the normal in the plane perpendicular to $\mathbf B$, positive toward the collector. For free electrons of mass $m$, the in-plane velocity rotates at the rate $\omega=eB/m$, from the $y$ direction toward $x$. Let $\beta$ be its angle from the normal at a later time, so that $\beta=\alpha+\omega t$. Since $v_F/\omega=\hbar k_F/(eB)=r$, the depth is
\begin{equation}
y=r u_\perp\int_\alpha^\beta\cos\beta'\,d\beta'
 =r u_\perp(\sin\beta-\sin\alpha).
\end{equation}
It first returns to zero at $\beta=\pi-\alpha$. The velocity has then turned through $\pi-2\alpha$, which takes a time $(\pi-2\alpha)/\omega$. Meanwhile the electron drifts along the field at the constant speed $v_Fu_z$. The landing point is therefore
\begin{equation}
X=2r\sqrt{1-u_z^2}\,\cos\alpha,\qquad
Z=r u_z(\pi-2\alpha).
\label{eq:map}
\end{equation}

This settles your worry about motion along the field. The collector is at $Z=0$, and $\pi-2\alpha$ is positive, so a point collector receives electrons with $u_z=0$. The others land to one side of it. They still matter for the density, because it depends on how strongly neighbouring directions spread along $z$.

\subsection*{The landing density}

I assume that the injector is fed by an isotropic distribution. The flux through a small opening is then proportional to the normal velocity component, and the fraction emitted into solid angle $d\Omega$ is $u_y\,d\Omega/\pi$. The factor $1/\pi$ normalises it over the half-space. With the polar axis along $z$, $\alpha$ is an azimuth and $u_z$ is the cosine of the polar angle, so $d\Omega=d\alpha\,du_z$.

The density on the surface is the emitted fraction per unit $d\alpha\,du_z$, divided by the area onto which \eqref{eq:map} maps that element. At $u_z=0$,
\begin{equation}
\frac{\partial X}{\partial\alpha}=-2r\sin\alpha,\qquad
\frac{\partial X}{\partial u_z}=0,\qquad
\frac{\partial Z}{\partial u_z}=r(\pi-2\alpha).
\end{equation}
Because $\partial X/\partial u_z$ vanishes, the Jacobian has magnitude $2r^2|\sin\alpha|(\pi-2\alpha)$. One orbit contributes
\begin{equation}
\frac{\cos\alpha}{2\pi r^2|\sin\alpha|(\pi-2\alpha)} .
\end{equation}

Landing at $X=L$ requires $\cos\alpha=L/(2r)$. Since $r=LB_1/(2B)$, this ratio is the reduced field
\begin{equation}
b=\frac{B}{B_1}=\frac{L}{2r}.
\end{equation}
For $b<1$ there are two solutions, $\alpha=\pm\theta$ with $\theta=\arccos b$. Their sum contains
\begin{equation}
\frac1{\pi-2\theta}+\frac1{\pi+2\theta}=\frac{2\pi}{\pi^2-4\theta^2},
\end{equation}
so the density at the collector is
\begin{equation}
N=\frac{\cot\theta}{r^2(\pi^2-4\theta^2)}
 =\frac{4b^2\cot\theta}{L^2(\pi^2-4\theta^2)} .
\end{equation}
Now set $\delta=\pi/2-\theta$. Then $b=\sin\delta$, $\cot\theta=\tan\delta$, and
\begin{equation}
\pi^2-4\theta^2=(\pi-2\theta)(\pi+2\theta)=2\delta\,(2\pi-2\delta)=4\delta(\pi-\delta).
\end{equation}
The result is
\begin{equation}
N=\frac{h(b)}{L^2},\qquad
h(b)=\frac{\sin^2\delta\,\tan\delta}{\delta(\pi-\delta)},\qquad
\delta=\arcsin b .
\label{eq:h}
\end{equation}
For $b>1$ no single hop reaches the collector.

As a test, the emitted flux was also summed over directions, counting what lands on a square patch extending $0.01L$ to each side of the collector. At $b=0.4$ and $0.8$ the sums for $L^2N$ are $0.0622$ and $0.4155$; equation \eqref{eq:h} gives $0.0622$ and $0.4156$. At $b=0.95$ they are $1.166$ and $1.160$. The patch size explains most of this last difference. At fixed $r$ the density varies near its edge as $c^{-1/2}$, where $c$ is the distance to the longest hop. Averaging over $\pm a$ raises it by a fraction $a^2/(8c^2)$. With $a=0.01L$ and $c=(1/0.95-1)L=0.053L$, that is about $0.45\%$.

\subsection*{Why the first peak is at $B_1$}

Write $h$ as a product of three positive factors:
\begin{equation}
h=\sin^2\delta\;\cdot\;\frac{\tan\delta}{\delta}\;\cdot\;\frac1{\pi-\delta}.
\end{equation}
On $0<\delta<\pi/2$ the first and third plainly increase. For the second,
\begin{equation}
\frac{d}{d\delta}\frac{\tan\delta}{\delta}
=\frac{\delta-\sin\delta\cos\delta}{\delta^2\cos^2\delta}>0,
\end{equation}
because $\sin\delta\cos\delta=\tfrac12\sin2\delta<\delta$. Since $\delta$ increases with $b$, the single-hop signal rises all the way from zero field to $B_1$.

The two ends of this range show what happens. At low field $\delta\simeq b$ and $h\simeq b^2/\pi$: few electrons are emitted close enough to the surface to land nearby on such large orbits. Near $B_1$, $\theta\simeq\sqrt{2(1-b)}$, $\tan\delta=\cot\theta\simeq1/\theta$ and $\delta(\pi-\delta)\to\pi^2/4$, so
\begin{equation}
h\simeq\frac{4}{\pi^2\sqrt{2(1-b)}} .
\label{eq:div}
\end{equation}
The divergence arises because the hop length is stationary at normal emission: $\cos\alpha\simeq1-\alpha^2/2$, so a whole range of angles lands at nearly the same $X$. The drift along $z$ spreads the electrons but does not remove this pile-up.

\subsection*{Electrons that bounce}

Suppose a fraction $p$ is reflected specularly at each surface hit, independent of angle. Specular reflection reverses $k_y$. Since the first hop had already reversed it, the electron starts again with its original wavevector and repeats the same hop. After $n$ hops it is at $(nX,nZ)$.

To be at $L$ after $n$ hops, a single hop must have length $L/n$. The single-hop density there is $h(b/n)/(L/n)^2$. Stretching both coordinates by $n$ divides the density by $n^2$, leaving $h(b/n)/L^2$. Including the $n-1$ reflections, the signal in units of $1/L^2$ is
\begin{equation}
S(b)=\sum_{n>b}p^{\,n-1}h(b/n).
\end{equation}
For $b<1$ every term with nonzero weight increases with $b$. At $b=1$ the terms with $n\ge2$ stay finite, and so does their sum, even for $p=1$, because $h(b/n)\simeq b^2/(\pi n^2)$ at large $n$. Only the $n=1$ term diverges, and it is absent above $b=1$. So there is no earlier peak, and the first one is at \eqref{eq:B1}. I have left out electrons that are reflected diffusely and later reach the collector.

For $p=0.5$, $S$ is $0.120$ at $b=0.5$, $0.791$ at $b=0.9$, $2.88$ at $b=0.99$ and $28.7$ at $b=0.9999$. Just above the peak, at $b=1.0001$, it is $0.067$. For point contacts the peak is therefore strongly asymmetric, with its steep side at high field.

If $p>0$, the two-hop term diverges in the same way at $2B_1=0.716$ T. Its contribution is the same function of $b/2$ as the first was of $b$, multiplied by $p$. The path length at the peak is also the same: two semicircles of half the radius have the length of one. In this model the two-hop contribution is thus $p$ times the one-hop contribution, which is how focusing can measure specular reflection. The ratio must be taken after the smooth background from the other hops is subtracted: for contacts $1\ \mu\mathrm m$ wide, the ratio of the total peak heights is $0.51$ for $p=0.5$ and about $1.1$ for $p=1$.

Reversing the field bends the electrons away from the collector, and all these contributions vanish.

\subsection*{Contacts of finite width}

Real contacts make the peak finite and shift it slightly. Let both be squares of side $w\ll L$, with edges along $x$ and $z$. The separation between a random point on one and a random point on the other is $L+s$ along $x$, with the triangular weight $T(s)=(w-|s|)/w^2$ for $|s|<w$. The spread along $z$ changes the longest hop in second order, by about $L(w/\pi r)^2/2$. For $w=1\ \mu\mathrm m$ this is $0.004\ \mu\mathrm m$, and I neglect it.

Let $D=2r-L$. Near the peak the density varies as $(D-s)^{-1/2}$. To leading order in $w/L$, with $q=D-s$, the one-hop signal is proportional to
\begin{equation}
F(D)=\int_0^{D+w}\frac{T(D-q)}{\sqrt q}\,dq .
\end{equation}
The upper limit contributes nothing to $dF/dD$, because $T(-w)=0$. The slope of $T$ is $+1/w^2$ for $q>D$ and $-1/w^2$ for $q<D$. For $0<D<w$,
\begin{equation}
\frac{dF}{dD}=\frac1{w^2}\left[\int_D^{D+w}\frac{dq}{\sqrt q}-\int_0^D\frac{dq}{\sqrt q}\right]
=\frac{2}{w^2}\left[\sqrt{D+w}-2\sqrt D\right].
\end{equation}
This changes from positive to negative at $D+w=4D$, so the maximum is at $D=w/3$. The orbit must be slightly larger than for point contacts, and the field slightly lower:
\begin{equation}
B_{\rm peak}\simeq\frac{B_1}{1+w/(3L)} .
\end{equation}
For $w=1\ \mu\mathrm m$ this rule gives $D=0.333\ \mu\mathrm m$. Keeping the full $h$ for the first hop gives $0.316\ \mu\mathrm m$, hence $B_{\rm peak}=0.358\times50/50.316=0.356$ T. The shift is about $-2$ mT, or $0.6\%$ of $B_1$.

\subsection*{Comparison with real copper}

The given $k_F$ corresponds to an electron density $n_e=k_F^3/(3\pi^2)=85\ \mathrm{nm^{-3}}$, which is that of copper with one free electron per atom. The orbit radius at the peak is $25\ \mu\mathrm m$ and the path is $\pi r=78.5\ \mu\mathrm m$. With a rough room-temperature resistivity $\rho=17\ \mathrm{n\Omega\,m}$, the mean free path $\ell=\hbar k_F/(n_ee^2\rho)$ is $39$ nm. The unscattered fraction $e^{-\pi r/\ell}$ is then below $10^{-800}$, so there is no peak at room temperature. For $\ell$ to equal the path, the resistivity must fall by a factor of about $2000$. A very pure, cold crystal with a rough residual resistance ratio of $4000$ has $\ell\approx155\ \mu\mathrm m$, and a fraction $e^{-78.5/155}\approx0.6$ survives. The metal must also be thicker than the orbits are deep. The normally emitted electron reaches $25\ \mu\mathrm m$, but for $u_z=0$ the greatest depth is $r(1-\sin\alpha)$, so electrons emitted slightly backward go deeper. With contacts $1\ \mu\mathrm m$ wide, the deepest of those that form the peak reach about $31\ \mu\mathrm m$. An interconnect line tens of nanometres across cannot hold this orbit; the measurement belongs to a bulk crystal.

The survival estimate can miss small deflections, because resistivity gives them little weight. At 4 K, with a rough sound speed $c_s=4$ km/s, a phonon of energy $k_BT$ turns the electron by up to $k_BT/(\hbar c_sk_F)\simeq10$ mrad. On the normal orbit this moves the landing point by at most $r$ times the angle along $x$, $0.24\ \mu\mathrm m$, and $\pi r$ times the angle along $z$, $0.75\ \mu\mathrm m$. The phonons that scatter most often carry a few $k_BT$ and deflect correspondingly more. These shifts are comparable with the size of the contact, so a single such collision can make an electron miss. How much this weakens the peak depends on how often such collisions occur during the flight, which is not estimated here.

The spherical Fermi surface is the assumption that matters most for the position. Copper's real surface has necks that reach the hexagonal faces of the Brillouin zone. For an fcc crystal with cube edge $a$ and one electron per atom, the distance to such a face divided by the free-electron radius is
\begin{equation}
\frac{\sqrt3\,\pi/a}{(12\pi^2)^{1/3}/a}=1.108 .
\end{equation}
Equation \eqref{eq:dk} still relates the hop to the change of $k_y$, but that change now depends on the crystal cut. The $11\%$ is the distortion needed to form a neck; a change of $k$ by that much would correspond to $0.04$ T. The rounded part of the surface departs less from the sphere: its radius is about $6\%$ larger along $[100]$ and about $5\%$ smaller along $[110]$. With $\mathbf B$ along $[001]$, the peak from the central orbit then moves by about $+0.02$ T on a $(100)$ surface and by about $-0.02$ T on a $(110)$ surface. Orbits that pass through the necks can behave quite differently. With $\mathbf B$ along a $[110]$ direction, for example, the central orbits enclose empty states, and an electron on such an orbit can land on the side away from the collector.

The thermal spread of $k$ and the quantisation of the orbits matter much less for the position. At 4 K the relative spread of $k$ is $k_BT/(2E_F)=2.4\times10^{-5}$, with $E_F=7.05$ eV. The Landau spacing $\hbar eB_1/m=0.04$ meV is smaller than $E_F$ by a factor of $1.7\times10^5$, which supports the use of classical orbits.

So $0.36$ T is the answer for the free-electron model. For real copper the position depends on the crystal orientation, and predicting it requires the actual Fermi surface for that cut.

\section*{Numbers as computed}
\begin{verbatim}
Fermi wavevector: 13.6 1/nm
Contact distance: 50 um
First focusing field, formula: 0.3581 T
First focusing field, trajectories: 0.3581 T
Second focusing field: 0.7161 T
Orbit radius at first peak: 25.0 um
Path length at first peak: 78.5 um
Fermi speed (free mass): 1.574 um/ps
Flight time: 49.9 ps
Density x L^2 at B/B1=0.4: sum 0.0622, formula 0.0622
Density x L^2 at B/B1=0.8: sum 0.4155, formula 0.4156
Density x L^2 at B/B1=0.95: sum 1.1657, formula 1.1603
Specular fraction (chosen): 0.5
Signal x L^2 at B/B1=0.5: 0.1197
Signal x L^2 at B/B1=0.9: 0.7910
Signal x L^2 at B/B1=0.99: 2.8759
Signal x L^2 at B/B1=0.9999: 28.7194
Signal x L^2 at B/B1=1.0001: 0.0671
Signal x L^2 at B/B1=1.01: 0.0687
Contact width (chosen): 1.0 um
Orbit diameter minus L at smoothed peak: 0.316 um
Leading-order value width/3: 0.333 um
Smoothed peak field: 0.3558 T
Shift from contact width: -2.25 mT
Electron density: 85.0 1/nm^3
Room resistivity (rough input): 17 nOhm m
Mean free path, room temperature: 39 nm
log10 of unscattered fraction, room: -882
Residual resistance ratio (rough input): 4000
Mean free path, cold: 155 um
Unscattered fraction, cold: 0.60
Resistance ratio for path = free path: 2030
Temperature: 4 K
Sound speed (rough input): 4 km/s
Typical phonon deflection: 9.6 mrad
Deflection times L: 0.48 um
Fermi energy: 7.05 eV
Thermal energy: 0.345 meV
Relative thermal spread of k, kT/(2 EF): 2.4e-05
Landau level spacing: 0.0415 meV
Fermi energy / Landau spacing: 1.70e+05
Zone-face distance / sphere radius, fcc: 1.108
Field scale of anisotropy: 0.039 T
\end{verbatim}
